# Averaging the Effective Mass at Quantum-Well Interfaces on a Grid

A quantum-well calculation on a grid needs a rule for the effective mass where two materials meet. Once the grid is fine, the choice decides whether halving its spacing divides the error of a bound level by about four or only by about two. For an abrupt interface midway between two grid points, the right choice is the arithmetic mean of the two masses. Since the matrix contains inverse masses, averaging those may look more natural, but it leaves an error proportional to the spacing.

The plain mean belongs to the midpoint position. For other positions the mass is averaged over the segment between the two nodes, and the potential needs an average of its own.

## What the setting controls

Take one band, with an effective mass $m(z)$ in units of the electron mass $m_e$. The BenDaniel-Duke equation is

$$-C\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)+V\psi=E\psi,\qquad C=\frac{\hbar^2}{2m_e}=38.10\ \text{meV nm}^2 .$$

Define the flux $u=\psi'/m$. The equation becomes the pair

$$\psi'=mu,\qquad u'=\frac{(V-E)\psi}{C}.$$

For finite steps in $m$ and $V$ both right-hand sides are bounded, so $\psi$ and $u$ are continuous. The slope $\psi'$ jumps with the mass. Continuity of $u$ also keeps the probability current, proportional to $\mathrm{Im}(\psi^*u)$, continuous.

Let the nodes $z_i$ have spacing $h$. Integrating the equation over the cell from $z_i-h/2$ to $z_i+h/2$ gives

$$-C(u_{i+1/2}-u_{i-1/2})+\int_{\rm cell}(V-E)\psi\,dz=0. \tag{1}$$

The program must approximate the flux at each half-grid point. It uses

$$F_{i+1/2}=\frac{\psi_{i+1}-\psi_i}{hM_{i+1/2}},$$

where $M$ is the face mass. Replacing the integral by $h(V_i-E)\psi_i$ and dividing by $h$ gives a symmetric tridiagonal matrix:

$$H_{ii}=\frac{C}{h^2}\left(\frac1{M_{i+1/2}}+\frac1{M_{i-1/2}}\right)+V_i,\qquad H_{i,i+1}=-\frac{C}{h^2M_{i+1/2}} .$$

Inside one material, $M$ is that material's mass. The setting concerns the face whose segment contains an interface.

## Why masses, not inverse masses, are averaged

Integrate $\psi'=mu$ from one node to the next. Since $u$ is continuous and has a bounded derivative, it differs from its interface value $u_0$ by $O(h)$ on this segment. Therefore

$$\psi_{i+1}-\psi_i=\int_{z_i}^{z_{i+1}}mu\,dz=h\,m_{\rm seg}u_0+O(h^2),$$

where $m_{\rm seg}$ is the mean of $m$ over the segment. If the well node lies a distance $\theta h$ from the interface,

$$m_{\rm seg}=\theta m_w+(1-\theta)m_b, \tag{2}$$

with $w$ for well and $b$ for barrier. At $\theta=1/2$ this is $\bar m=(m_w+m_b)/2$.

Resistors in series give the same rule. One flux passes through both pieces of the segment, and each piece contributes a change in $\psi$ proportional to its mass and length. Averaging inverse masses would suit pieces that share the same slope, but here the slope is discontinuous.

## The reference: a finite well

Let the well occupy $|z|<a$, with $V=0$ inside and $V=V_0$ outside. For $0<E<V_0$ define

$$k^2=\frac{m_wE}{C},\qquad \kappa^2=\frac{m_b(V_0-E)}{C}.$$

An even state is $A_0\cos kz$ inside and $Be^{-\kappa(z-a)}$ on the right. Continuity of $\psi$ and $u$ requires

$$A_0\cos ka=B,\qquad -\frac{k}{m_w}A_0\sin ka=-\frac{\kappa}{m_b}B .$$

Dividing the second condition by the first gives the even equation. Using $A_0\sin kz$ inside gives the odd one:

$$\frac{k}{m_w}\tan ka=\frac{\kappa}{m_b},\qquad -\frac{k}{m_w}\cot ka=\frac{\kappa}{m_b}. \tag{3}$$

The example uses round model parameters: width $2a=8$ nm, $V_0=300$ meV, $m_w=0.05$ and $m_b=0.10$. At $E=V_0$, $ka=4\sqrt{0.05\times300/38.10}=2.51$, which lies between $\pi/2$ and $\pi$. There is thus one even level, with $ka<\pi/2$, and one odd level above it. Numerical root finding in (3) gives $E_1=48.872$ meV (0.048872 eV) and $E_2=198.178$ meV (0.198178 eV).

For $E_1$, $k=0.25325$ and $\kappa=0.81187$ nm$^{-1}$. The two sides of the even equation are $(0.25325/0.05)\tan(1.0130)=8.12$ and $0.81187/0.10=8.12$, in nm$^{-1}$.

## The midpoint grid solved in closed form

Put the right interface midway between nodes at $a-h/2$ and $a+h/2$, and let the grid be symmetric. Assume that the outer walls are too distant to matter. From here on, $k$ and $\kappa$ in grid formulas are evaluated at the grid energy $E_h$.

In the well, try $\psi_i=A_0\cos qz_i$. Since

$$\cos q(z+h)+\cos q(z-h)-2\cos qz=-4\sin^2(qh/2)\cos qz,$$

the difference equation gives the first relation below. The trial function $Be^{-Q(z-a)}$ gives the second, because $e^{Qh}+e^{-Qh}-2=4\sinh^2(Qh/2)$:

$$E_h=\frac{4C}{m_wh^2}\sin^2\frac{qh}{2},\qquad V_0-E_h=\frac{4C}{m_bh^2}\sinh^2\frac{Qh}{2}. \tag{4}$$

At the last well node, the equation would also hold if the cosine and the mass $m_w$ continued to $a+h/2$. Comparing it with the actual equation shows that the interface flux $F$ equals the flux of that continuation:

$$F=\frac{A_0[\cos q(a+h/2)-\cos q(a-h/2)]}{hm_w}=-\frac{2A_0}{hm_w}\sin qa\,\sin\frac{qh}{2}.$$

Continuing the barrier solution to $a-h/2$ gives, in the same way,

$$F=\frac{B(e^{-Qh/2}-e^{Qh/2})}{hm_b}=-\frac{2B}{hm_b}\sinh\frac{Qh}{2}.$$

Set $A=A_0\cos qa$. Expanding the actual node values and using these two fluxes,

$$\psi_L=A\cos\frac{qh}{2}+A_0\sin qa\,\sin\frac{qh}{2}=A\cos\frac{qh}{2}-\frac{hm_wF}{2},$$

$$\psi_R=B\cosh\frac{Qh}{2}-B\sinh\frac{Qh}{2}=B\cosh\frac{Qh}{2}+\frac{hm_bF}{2}.$$

The face rule says $\psi_R-\psi_L=hMF$. Substitution leaves

$$B\cosh\frac{Qh}{2}-A\cos\frac{qh}{2}=hF(M-\bar m). \tag{5}$$

The arithmetic mean removes the right side. Equating the two expressions for $F$ and dividing by $B\cosh(Qh/2)=A\cos(qh/2)$ then gives

$$\frac1{m_w}\left[\frac2h\tan\frac{qh}{2}\right]\tan qa=\frac1{m_b}\left[\frac2h\tanh\frac{Qh}{2}\right]. \tag{6}$$

For odd states, $A=A_0\sin qa$ and $F=(2A_0/hm_w)\cos qa\sin(qh/2)$. The same node formulas follow, and $\tan qa$ becomes $-\cot qa$.

By (4), $q=(2/h)\arcsin(kh/2)$ and $Q=(2/h)\operatorname{arcsinh}(\kappa h/2)$. Everything in (6) is therefore even in $h$, and the energy has no linear error.

## Estimating the remaining error

At fixed energy, the expansions needed in (6) are

$$q\approx k\left(1+\frac{k^2h^2}{24}\right),\quad \frac2h\tan\frac{qh}{2}\approx k\left(1+\frac{k^2h^2}{8}\right),\quad \frac2h\tanh\frac{Qh}{2}\approx\kappa\left(1-\frac{\kappa^2h^2}{8}\right).$$

Let $R$ be the logarithm of the left side of (6) divided by the right side, so that $R=0$ at a level. Define $s=2ka/|\sin 2ka|$. On the branches used here, the logarithmic derivative of $\tan x$ or $-\cot x$ is $2/|\sin2x|$. The grid thus changes $R$ by

$$\delta R=h^2\left[\frac{k^2+\kappa^2}{8}+\frac{sk^2}{24}\right].$$

Since $dk/dE=k/(2E)$ and $d\kappa/dE=-\kappa/[2(V_0-E)]$,

$$\frac{dR}{dE}=\frac{1+s}{2E}+\frac1{2(V_0-E)}.$$

The level moves so as to restore $R=0$:

$$E_h-E\approx-h^2\,\frac{(k^2+\kappa^2)/8+sk^2/24}{(1+s)/(2E)+1/[2(V_0-E)]}. \tag{7}$$

Both levels approach their limits from below at this order. For $E_1$, $s=2.256$; the numerator is $0.0964$ nm$^{-2}$ and the denominator $0.0353$ meV$^{-1}$. The coefficient is $-2.73$ meV nm$^{-2}$. For $E_2$ it is $-5.98$ meV nm$^{-2}$.

## What a wrong average costs

An error formula for any interface position follows by inserting the exact $\psi$ into the matrix equation. Let $\tau=F[\psi]-u$ at each half-grid point, and let

$$\rho_i=\int_{\rm cell}(V-E)\psi\,dz-h(V_i-E)\psi_i .$$

Subtracting (1), divided by $h$, from the matrix expression gives

$$[(H-E)\psi]_i=-\frac Ch(\tau_{i+1/2}-\tau_{i-1/2})-\frac{\rho_i}{h}.$$

Multiply by $h\varphi_i$, where $\varphi$ is the grid eigenvector, and sum. Symmetry of $H$ turns the left side into $(E_h-E)h\sum\varphi_i\psi_i$. Shifting the index in one $\tau$ term moves the difference onto $\varphi$ and reverses its sign. With $\varphi=0$ at the walls and $\psi$ negligible there,

$$(E_h-E)h\sum_i\varphi_i\psi_i=C\sum_i\tau_{i+1/2}(\varphi_{i+1}-\varphi_i)-\sum_i\varphi_i\rho_i. \tag{8}$$

Normalize so that $h\sum\varphi_i\psi_i=1$. Away from interfaces, $\tau=O(h^2)$ and $\rho=O(h^3)$. Summed over the order of $1/h$ nodes, with $\varphi_{i+1}-\varphi_i=O(h)$, they contribute $O(h^2)$.

At an interface with $M=m_{\rm seg}$, the flux error is $O(h)$. It multiplies one difference of order $h$, so its energy cost is also $O(h^2)$. Poorer local accuracy at one face therefore does not spoil second-order convergence.

If $M\ne m_{\rm seg}$, then $\tau=(m_{\rm seg}/M-1)u_0+O(h)$. The grid equations integrate the pair for $\psi$ and $u$ with an accumulated error of order $h$, and a wrong mass at one face adds another error of that order. Hence $\varphi_{i+1}-\varphi_i=hMu_0+O(h^2)$. Two interfaces at mirror-image positions give

$$E_h-E=2Chu_0^2(m_{\rm seg}-M)+O(h^2), \tag{9}$$

for normalized $\psi$ and cell-averaged $V$. In a bound state $u_0=-\kappa\psi(a)/m_b$ is not zero: if it were, $\psi$ and $u$ would both vanish at $a$, and hence everywhere. The linear error of this family of rules vanishes only for $M=m_{\rm seg}$.

Averaging inverse masses means $M=2m_wm_b/(m_w+m_b)$, here $0.06667$. For $E_1$, normalization gives

$$\psi(a)^2=\frac{\cos^2ka}{a+\sin(2ka)/(2k)+\cos^2(ka)/\kappa}=0.0458\ \text{nm}^{-1}.$$

The first two terms below the line come from the well and the last from both tails. Then $u_0^2=\kappa^2\psi(a)^2/m_b^2=3.018$ nm$^{-3}$, and the linear coefficient is

$$2\times38.10\times3.018\times(0.07500-0.06667)=1.92\ \text{meV nm}^{-1}.$$

For $E_2$ it is $2.13$ meV nm$^{-1}$.

## Reading a convergence series

The table gives $E_h-E$ in meV relative to the roots of (3). The grid levels come from diagonalizing the tridiagonal matrix with barriers about 32 nm thick. Columns marked A use the mean mass; those marked I use the mean inverse mass.

| $h$ (nm) | $E_1$, A | $E_1$, I | $E_2$, A | $E_2$, I |
|---|---|---|---|---|
| 1 | −2.533 | −0.721 | −5.966 | −3.858 |
| 0.5 | −0.670 | 0.283 | −1.494 | −0.426 |
| 0.25 | −0.170 | 0.311 | −0.374 | 0.161 |
| 0.125 | −0.043 | 0.198 | −0.093 | 0.174 |
| 0.0625 | −0.011 | 0.109 | −0.023 | 0.110 |
| 0.03125 | −0.003 | 0.057 | −0.006 | 0.061 |

The wrong rule has the smaller error for both levels on the two coarsest grids, and for $E_2$ at 0.25 nm as well. Its positive linear error partly cancels a negative remainder. For $E_1$, subtracting $1.917h$ leaves $-2.64$ meV at 1 nm and $-0.68$ meV at 0.5 nm, a ratio close to the four expected of a quadratic term. The cancellation ends as $h$ falls, so agreement on one coarse grid is no reason to choose this rule.

If both levels are wanted within 0.1 meV, the mean mass suffices at $h=0.125$ nm. Among the spacings in the table, the mean inverse mass needs $0.03125$ nm.

Because the mean-mass errors on midpoint grids contain only even powers of $h$, two such grids can be combined as $(4E_{h/2}-E_h)/3$ to remove the quadratic term. For $E_1$ at 0.25 and 0.125 nm, the remaining error is $[4(-0.04263)+0.16990]/3=-0.0002$ meV. Both grids must place the interfaces in the same way. Midpoints on both grids will do. So will interfaces on nodes with the node potential $V_0/2$: by (4) the terms without a slope then cancel in the equation of that node, which leaves $\sin(qh)\tan(qa)/m_w=\sinh(Qh)/m_b$ for even states, and after division by $h$ this too is even in $h$.

## Choosing the grid and the averages

The simplest choice is $h=2a/n$ with $n$ nodes in the well, the outermost ones $h/2$ from the interfaces. Use $\bar m$ on the two interface faces and each material's own potential at its nodes.

If layer thicknesses do not allow this, use (2) for the mass and average $V$ over the cell around each node. The interface cell then has $\rho=O(h^2)$, so the energy error stays of order $h^2$. Its coefficient depends on $\theta$ and can change sign: for $E_1$ it is about $+2.4$ meV nm$^{-2}$ at $\theta=0$ and $-2.7$ meV nm$^{-2}$ at $\theta=1/2$. Halving $h$ on such a grid generally changes $\theta$, so successive errors need not fall by four, and the two-grid extrapolation above does not apply. Suppose instead that $V$ is read at the nodes and $0<\theta<1/2$. The last well cell extends $(1/2-\theta)h$ into the barrier, but its node reports $V=0$. By (8), the two interfaces contribute

$$-2hV_0\psi(a)^2(1/2-\theta).$$

At $\theta=0.2$ this is $-2\times300\times0.0458\times0.3=-8.2$ meV nm$^{-1}$ times $h$ for $E_1$. Keeping the plain mean mass there, where (2) requires $0.09$, costs $+3.4$ meV nm$^{-1}$ times $h$. In this example the potential average matters more.

If an interface lies on a node, each neighbouring segment contains one material and no mass is averaged. The node takes the potential $V_0/2$.

These rules assume the BenDaniel-Duke operator and a mass independent of energy. A graded layer can use the same segment average, since the derivation needs only the integral of $m$. An operator with other matching conditions needs its own derivation. When $m_w=m_b$, the mass rules coincide, but the potential must still be averaged over the cell unless the interfaces lie midway between nodes, where each node's own potential already equals that average.
